# Why ellipsometric angles of a transparent film repeat with thickness

## Question

I am following the growth of an alumina film on silicon with a single-wavelength ellipsometer: 632.8 nm, 70° incidence, film index about 1.65. I was told that the angles $\Psi$ and $\Delta$ repeat every 233 nm of thickness, so that one reading cannot tell a thin film from a much thicker one.

I can't reproduce that number. Half a wavelength inside the film is $\lambda/(2n)=192$ nm. If I use the slanted path in the film instead, I get something shorter still. Where does 233 nm come from? Does it depend on the silicon? Could the angles also repeat sooner? And how would I tell a 50 nm film from its look-alikes?

## Answer

The thickness enters the reflection through one phase factor, and that factor is governed by the component of the wave vector normal to the surface. Your first estimate uses the whole wave vector. Your second uses the slanted path but leaves out the phase that goes with the sideways displacement.

**Assumptions.** The film is homogeneous, isotropic, nonmagnetic and plane-parallel, with real index $n$. Air has index 1. The light is a coherent plane wave of vacuum wavelength $\lambda$, arriving at angle $\theta$ from the normal. The substrate may absorb, but it stays the same while the film grows.

I use the time factor $e^{+i\omega t}$, so an absorbing index is written $N-ik$. The ellipsometric angles are defined by

$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},$$

with $\Delta$ taken modulo 360°. If $\rho$ returns to the same finite, nonzero value, so do both angles.

### The phase in the film

Let $k_0=2\pi/\lambda$. The boundary conditions hold at every point of a flat interface, so all layers share the tangential wave number $k_0\sin\theta$. In the film the total wave number is $nk_0$. The normal component $k_0w$ therefore obeys

$$k_0^2w^2+k_0^2\sin^2\theta=n^2k_0^2,\qquad w=\sqrt{n^2-\sin^2\theta}.$$

This is real because $n$ is real and larger than $\sin\theta$. It is the same for both polarizations because the film is isotropic.

With $z$ pointing upward, the downward wave varies as $e^{+ik_0wz}$ and the upward wave as $e^{-ik_0wz}$. One crossing of a film of thickness $d$, in either direction, gives the factor $e^{-i\beta}$ with $\beta=k_0wd$. A round trip gives

$$X=e^{-2i\beta}.$$

These factors compare the waves at the same lateral position, so the sideways displacement is already accounted for.

### The interfaces do not know the thickness

Let light go from medium $i$ to medium $j$, with normal wave numbers $k_0w_i$ and $k_0w_j$.

For s polarization, the tangential electric field and its $z$ derivative are continuous. With incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$,

$$1+r=t,\qquad w_i(1-r)=w_jt.$$

Eliminating $t$ gives

$$r_{ij}^{s}=\frac{w_i-w_j}{w_i+w_j}.$$

For p polarization I use the tangential magnetic field $H$. Continuity of $H$ and of $(1/\varepsilon)\,dH/dz$, which is proportional to the tangential electric field, gives

$$1+r=t,\qquad \frac{w_i}{\varepsilon_i}(1-r)=\frac{w_j}{\varepsilon_j}t,$$

$$r_{ij}^{p}=\frac{\varepsilon_jw_i-\varepsilon_iw_j}{\varepsilon_jw_i+\varepsilon_iw_j}.$$

Here $\varepsilon$ is the square of the index. With this sign choice $r_p=-r_s$ at normal incidence. Neither amplitude contains $d$.

### Adding the reflections

Label air, film and substrate 0, 1 and 2. The following holds for each polarization separately. Part of the wave reflects at once. The rest enters the film, and a part leaves after each round trip:

$$r=r_{01}+t_{01}t_{10}r_{12}X\sum_{m=0}^{\infty}(r_{10}r_{12}X)^m.$$

Exchanging the two media changes the sign of the interface amplitude, so $r_{10}=-r_{01}$. Since $t=1+r$ at each interface, $t_{01}t_{10}=(1+r_{01})(1-r_{01})=1-r_{01}^2$. Summing the geometric series gives

$$r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}.$$

Over the common denominator, the terms $\pm r_{01}^2r_{12}X$ cancel:

$$r=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.$$

Thus $r_p$, $r_s$ and $\rho$ depend on thickness through $X$ alone. $X$ first returns when $2\beta$ has grown by $2\pi$. The added thickness $D$ satisfies $2k_0wD=2\pi$, hence

$$\boxed{D=\frac{\lambda}{2\sqrt{n^2-\sin^2\theta}}}$$

For your numbers,

$$w=\sqrt{2.722500-0.883022}=1.356273,$$

$$D=\frac{632.8\ \text{nm}}{2(1.356273)}=233.3\ \text{nm}.$$

By Snell's law $w=n\cos\theta_1$, where $\theta_1=34.72^\circ$ is the angle inside the film. The cosine multiplies $n$ in the denominator, so oblique incidence lengthens the period.

At normal incidence $D$ becomes $\lambda/(2n)=191.8$ nm, your first estimate. That is the period of the reflected amplitude, but an ellipsometer could not see it there. Every interface amplitude for p is then minus that for s, the formula for $r$ gives $r_p=-r_s$, and $\rho=-1$ at every thickness.

### Does the silicon matter?

It affects the values of $\Psi$ and $\Delta$, but not $D$. If fixed layers lie under the film, replace $r_{12}$ by the reflection amplitude of everything below it. That amplitude still does not contain $d$.

As an independent check, the wave equations were integrated numerically through the film, and the added thickness that restores the $\rho$ of a 50 nm film was searched for. The result was 233.2863 nm on silicon, on silicon with 1.5 nm of oxide, and on a metal-like substrate of index $0.2-3.5i$, in agreement with the formula.

### Can the angles repeat sooner?

The return of $X$ guarantees a repetition, but two different values of $X$ might still give the same $\rho$. To test this, write $a,b$ for the p amplitudes $r_{01},r_{12}$ and $c,e$ for the s amplitudes. Then $\rho=P/M$, with

$$P=(a+bX)(1+ceX)=p_0+p_1X+p_2X^2,$$

$$M=(1+abX)(c+eX)=m_0+m_1X+m_2X^2.$$

The coefficients are $p_0=a$, $p_1=b+ace$, $p_2=bce$ and $m_0=c$, $m_1=e+abc$, $m_2=abe$. For two phase factors $X$ and $Y$, form $P(X)M(Y)-P(Y)M(X)$. Equal powers cancel, and the other terms contain $X-Y$, $X^2-Y^2$ or $XY(X-Y)$. Therefore

$$\rho(X)-\rho(Y)=\frac{(X-Y)\,[A+B(X+Y)+CXY]}{M(X)M(Y)},$$

$$A=p_1m_0-p_0m_1,\quad B=p_2m_0-p_0m_2,\quad C=p_2m_1-p_1m_2.$$

Because $|X|=|Y|=1$, the bracket has magnitude at least $|A|-2|B|-|C|$. For a silicon index of $3.9-0.02i$, $|A|=0.2489$ while $2|B|+|C|=0.1508$. The bracket cannot vanish, so equal readings require $X=Y$. For this film and substrate, 233.3 nm is the smallest period, and no reading occurs twice within it.

This last result depends on the stack. In the extreme case of a substrate with the film's own index, $r_{12}=0$ and the reading does not change with thickness at all.

### Your 50 nm film

At 70° the model gives:

| Thickness (nm) | $\Psi$ (deg) | $\Delta$ (deg) |
|---:|---:|---:|
| 0 | 10.70 | 179.20 |
| 50 | 24.55 | 86.07 |
| 100 | 53.87 | 55.59 |
| 150 | 38.94 | 293.31 |
| 200 | 18.54 | 255.75 |
| 233.3 | 10.70 | 179.20 |
| 283.3 | 24.55 | 86.07 |
| 516.6 | 24.55 | 86.07 |

After a full period the reading returns to that of the uncoated substrate. The table assumes oxide-free silicon of index $3.9-0.02i$, and its last digits are specific to that model. An index of $3.882-0.019i$ moves the entries by up to 0.13° in $\Psi$ and 0.36° in $\Delta$. A 1.5 nm oxide of index 1.46 changes the starting $\Delta$ to 174.9° and the 50 nm reading to $(25.05^\circ,85.06^\circ)$. The period is the same in all these cases. The look-alikes of 50 nm are $50+233.3=283.3$ nm, then 516.6 nm, and so on. At 0.1 nm per deposition cycle, one period takes about 2300 cycles, so a cycle count or a continuous record of the growth identifies the right one.

A second incidence angle also helps. At 60° the period is 225.3 nm, so a film that has gained one 70° period is 8.0 nm beyond a full 60° period. The 60° readings are $(\Psi,\Delta)=(27.06^\circ,124.49^\circ)$ at 50 nm and $(28.69^\circ,117.17^\circ)$ at 283.3 nm. With the index fixed at 1.65, the difference of 7.3° in $\Delta$ separates these two candidates. If the index is fitted too, the margin shrinks. For $n$ between 1.4 and 2.0 and thickness between 200 and 400 nm, the closest match found to the 50 nm readings at both angles ($n\approx1.83$, $d\approx244$ nm) still misses them by 1.3° to 2.8°.

### How far to trust the 233 nm

Since $dw/dn=n/w$ and $dw/d\theta=-\sin\theta\cos\theta/w$, differentiating $D=\lambda/(2w)$ gives

$$\frac{dD}{dn}=-\frac{nD}{w^2},\qquad \frac{dD}{d\theta}=\frac{D\sin\theta\cos\theta}{w^2},$$

with $\theta$ in radians. An index higher by 0.01 shortens the period by 2.1 nm. An angle larger by 0.1° lengthens it by 0.07 nm. The index is therefore the quantity to know well. Rounding $D$ to 233.0 nm matters less: a film of 283.0 nm differs from the 50 nm reading by $-0.10^\circ$ in $\Psi$ and $+0.24^\circ$ in $\Delta$.

The indices and growth rate used here are rough typical values for alumina deposited by atomic layer deposition on silicon. The film index varies with deposition conditions, so use the value for your own process. Heating by 200 K, with an assumed index change of $10^{-5}$ per kelvin, would shorten $D$ by about 0.4 nm. The silicon index also changes with temperature, so compare readings taken at the same temperature.

Some departures spoil the repetition itself. The changes below compare 50 nm with 283.3 nm in the same non-ideal film, for assumed sizes of each effect:

- **Absorption**, $k=0.001$: $|X|$ falls as the film grows, and the reading changes by $-0.07^\circ$ in $\Psi$ and $-0.20^\circ$ in $\Delta$.
- **Birefringence**, with the index along the normal higher by 0.001: s and p acquire different phases, and the changes are $+0.02^\circ$ and $-0.09^\circ$.

A thickness variation across the light spot mixes different readings and partly depolarizes the light. For a 1% full spread at 283.3 nm and incident light linearly polarized at 45°, the degree of polarization falls below one by about $9\times10^{-5}$.

An index that keeps drifting during growth, or roughness that increases with thickness, also breaks the assumptions. I have not estimated those effects here. The full set of computed values is in the numerical output below.

## Table of computed values

```
wavelength = 632.8 nm, incidence = 70.0 deg
film index = 1.65, substrate index = 3.90-0.02j
sin^2(theta) = 0.883022, n^2 = 2.722500
w = sqrt(n^2 - sin^2 theta) = 1.356273
angle inside film = 34.72 deg
period D from formula = 233.2863 nm
period from wave-equation search = 233.2863 nm
normal-incidence value lambda/(2n) = 191.76 nm
search, metal-like substrate 0.2-3.5i = 233.2863 nm
search, 1.5 nm oxide (index 1.46) below film = 233.2863 nm
air-film amplitudes: p -0.1859, s -0.5972
film-substrate amplitudes: p 0.3338-0.0021j, s -0.4724+0.0021j
largest |closed form - integration| of rho = 2.4e-14
largest |rho(d+D) - rho(d)| = 1.1e-14
|A| = 0.2489, |B| = 0.0508, |C| = 0.0492
2|B| + |C| = 0.1508
thickness (nm), Psi (deg), Delta (deg) at 70 deg:
     0.000   10.704   179.204
    50.000   24.550    86.067
   100.000   53.872    55.585
   150.000   38.939   293.313
   200.000   18.543   255.749
   233.286   10.704   179.204
   283.286   24.550    86.067
   516.573   24.550    86.067
phase thickness beta at 50 nm = 38.58 deg
growth = 0.1 nm/cycle; cycles per period = 2333
using 233.0 nm: change Psi -0.102, Delta 0.241 deg
period at 60 deg incidence = 225.283 nm
thickness (nm), Psi (deg), Delta (deg) at 60 deg:
    50.000   27.062   124.488
   283.286   28.690   117.174
dD/dn = -209.26 nm per unit index (search -209.28)
dD/dtheta = 0.7114 nm/deg (search 0.7113)
index error +0.01: D shifts by -2.093 nm
angle error +0.1 deg: D shifts by 0.071 nm
heating 200 K at dn/dT = 1e-05 per K: D shifts by -0.419 nm
changes from 50 nm to 50 nm + D in a non-ideal film:
  absorption k = 0.001: Psi -0.066, Delta -0.197 deg
  birefringence 0.001: Psi 0.018, Delta -0.087 deg
thickness spread 1 % (full width) at 283.3 nm: depolarization 9.3e-05
```
